\section*{Optimal subspaces for entangled bands: the Souza–Marzari–Vanderbilt condition}

In a metal, or among the empty bands of an insulator, the bands that carry a chosen set of orbitals can cross or mix with others. Suppose that $J$ localized Wannier functions per cell are wanted, and that an energy window holds more than $J$ Bloch states at some wavevectors. Taking the $J$ lowest states at each $\mathbf k$ is a poor rule: where bands of different character exchange order, the selected space changes abruptly with $\mathbf k$, and abrupt change in $\mathbf k$ means slow decay in $\mathbf r$. One must instead choose, at each $\mathbf k$, a $J$-dimensional subspace of the window states so that the choices at neighbouring wavevectors fit together. The criterion comes from the spread of the Wannier functions.

Let the mesh have $N$ uniformly spaced wavevectors, and write the Bloch functions as $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, with $u_{n\mathbf k}$ orthonormal over one cell. The functions $\psi_{n\mathbf k}$, $n=1,\dots,J$, span the chosen subspace and need not be energy eigenstates. The Wannier functions are
\begin{equation}
|\mathbf Rn\rangle=\frac1N\sum_{\mathbf k}e^{-i\mathbf k\cdot\mathbf R}|\psi_{n\mathbf k}\rangle .
\end{equation}
They are orthonormal over the $N$ cells, because $\langle\psi_{m\mathbf k}|\psi_{n\mathbf k'}\rangle=N\delta_{mn}\delta_{\mathbf k\mathbf k'}$ there. Their total spread $\sum_n[\langle r^2\rangle_n-|\langle\mathbf r\rangle_n|^2]$ is the sum of
\begin{equation}
\Omega_{\rm I}=\sum_n\Big[\langle r^2\rangle_n-\sum_{\mathbf Rm}|\langle\mathbf Rm|\mathbf r|\mathbf 0n\rangle|^2\Big]
\label{real}
\end{equation}
and of the terms $|\langle\mathbf Rm|\mathbf r|\mathbf 0n\rangle|^2$ with $\mathbf Rm\neq\mathbf 0n$. The latter are non-negative, so $\Omega_{\rm I}$ is a lower bound on the spread. With $\mathcal P=\sum_{\mathbf Rm}|\mathbf Rm\rangle\langle\mathbf Rm|$ and $\mathcal Q=1-\mathcal P$,
\begin{equation}
\Omega_{\rm I}=\sum_{n\alpha}\langle\mathbf 0n|r_\alpha\mathcal Q r_\alpha|\mathbf 0n\rangle .
\label{rQr}
\end{equation}
It measures how far multiplication by position carries the Wannier functions out of their own space.

To express this on the mesh, let $\mathbf b$ run over vectors joining a mesh point to its neighbours, with $\mathbf b$ and $-\mathbf b$ both included, and choose non-negative weights $w_b=w_{-b}$ such that
\begin{equation}
\sum_{\mathbf b}w_b\,b_\alpha b_\beta=\delta_{\alpha\beta}.
\label{weights}
\end{equation}
The operator $e^{-i\mathbf b\cdot\mathbf r}$ is unitary, so $e^{-i\mathbf b\cdot\mathbf r}|\mathbf 0n\rangle$ has unit norm, and
\begin{align}
1-\sum_{\mathbf Rm}|\langle\mathbf Rm|e^{-i\mathbf b\cdot\mathbf r}|\mathbf 0n\rangle|^2
&=\|\mathcal Q e^{-i\mathbf b\cdot\mathbf r}|\mathbf 0n\rangle\|^2\nonumber\\
&=\sum_{\alpha\beta}b_\alpha b_\beta\langle\mathbf 0n|r_\alpha\mathcal Q r_\beta|\mathbf 0n\rangle+O(b^3).
\end{align}
The zeroth-order term is absent because $\mathcal Q|\mathbf 0n\rangle=0$. Multiply by $w_b$, which scales as $b^{-2}$, and sum over $\mathbf b$ and $n$. The quadratic terms give (\ref{rQr}) by (\ref{weights}), and the cubic ones cancel between $\mathbf b$ and $-\mathbf b$. What remains is an error of order $b^2$, provided that the Wannier functions decay fast enough for the moments to exist.

The matrix elements follow from the Bloch functions. The product $\psi_{m\mathbf k}^*e^{-i\mathbf b\cdot\mathbf r}\psi_{n\mathbf k'}$ integrates to zero over the $N$ cells unless $\mathbf k'=\mathbf k+\mathbf b$, and then it equals $u_{m\mathbf k}^*u_{n,\mathbf k+\mathbf b}$. Hence
\begin{equation}
\langle\mathbf Rm|e^{-i\mathbf b\cdot\mathbf r}|\mathbf 0n\rangle=\frac1N\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf R}M_{mn}^{(\mathbf k,\mathbf b)},\qquad
M_{mn}^{(\mathbf k,\mathbf b)}=\langle u_{m\mathbf k}|u_{n,\mathbf k+\mathbf b}\rangle .
\end{equation}
Since $\sum_{\mathbf R}e^{i(\mathbf k-\mathbf k')\cdot\mathbf R}=N\delta_{\mathbf k\mathbf k'}$, the sum over $\mathbf R$ of the squared modulus is $N^{-1}\sum_{\mathbf k}|M_{mn}^{(\mathbf k,\mathbf b)}|^2$. The mesh form of the invariant spread is therefore
\begin{equation}
\Omega_{\rm I}=\frac1N\sum_{\mathbf k\mathbf b}w_b\Big[J-\sum_{mn}|M_{mn}^{(\mathbf k,\mathbf b)}|^2\Big]
=\frac1N\sum_{\mathbf k\mathbf b}w_b\big[J-\operatorname{Tr}P_{\mathbf k}P_{\mathbf k+\mathbf b}\big],
\label{omega}
\end{equation}
where $P_{\mathbf k}=\sum_{n=1}^J|u_{n\mathbf k}\rangle\langle u_{n\mathbf k}|$. From here on $\Omega_{\rm I}$ denotes this mesh quantity. A unitary mixing of the $J$ functions at any $\mathbf k$ leaves $P_{\mathbf k}$ unchanged, hence the name invariant: $\Omega_{\rm I}$ depends on the subspaces and not on the bases within them.

The bracket in (\ref{omega}) is a distance between subspaces. For two projectors of rank $J$,
\begin{equation}
\tfrac12\|P-P'\|^2=\tfrac12\operatorname{Tr}(P+P'-PP'-P'P)=J-\operatorname{Tr}PP',
\label{distance}
\end{equation}
with $\|A\|^2=\operatorname{Tr}A^\dagger A$. The singular values of the overlap matrix are the cosines of the principal angles $\theta_i$ between the subspaces, so the same quantity is $J-\sum_i\cos^2\theta_i=\sum_i\sin^2\theta_i$. It is zero for equal subspaces and reaches $J$ for orthogonal ones. Minimal $\Omega_{\rm I}$ thus means least change of subspace, in the sense of the weighted sum of squared distances over all links of the mesh. If $P_{\mathbf k}$ is smooth, $P_{\mathbf k+\mathbf b}-P_{\mathbf k}\approx\mathbf b\cdot\nabla_{\mathbf k}P$, and (\ref{weights}) turns $\Omega_{\rm I}$ into the zone average of $\frac12\sum_\alpha\operatorname{Tr}(\partial_\alpha P)^2$.

Now let the window at $\mathbf k$ contain $J_{\mathbf k}\ge J$ states, whose periodic parts form the orthonormal columns of $C_{\mathbf k}$. A subspace is selected by a $J_{\mathbf k}\times J$ matrix $U_{\mathbf k}$ with $U_{\mathbf k}^\dagger U_{\mathbf k}=1$:
\begin{equation}
P_{\mathbf k}=C_{\mathbf k}\,p_{\mathbf k}\,C_{\mathbf k}^\dagger,\qquad p_{\mathbf k}=U_{\mathbf k}U_{\mathbf k}^\dagger .
\end{equation}
The projector $P_{\mathbf k}$ enters (\ref{omega}) in two ways. As the centre of its links it contributes $-N^{-1}\sum_{\mathbf b}w_b\operatorname{Tr}P_{\mathbf k}P_{\mathbf k+\mathbf b}$. As the neighbour of the points $\mathbf k-\mathbf b$ it contributes $-N^{-1}\sum_{\mathbf b}w_b\operatorname{Tr}P_{\mathbf k-\mathbf b}P_{\mathbf k}$, and renaming $\mathbf b\to-\mathbf b$ shows that this is the same number. Links that cross the zone boundary are no exception. Since $\psi_{\mathbf k+\mathbf G}=\psi_{\mathbf k}$, one has $P_{\mathbf k+\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}P_{\mathbf k}e^{i\mathbf G\cdot\mathbf r}$, and the trace of a product is unchanged when both projectors are shifted by $\mathbf G$. The part of $\Omega_{\rm I}$ that depends on $p_{\mathbf k}$ is therefore
\begin{equation}
-\frac2N\operatorname{Tr}p_{\mathbf k}Z_{\mathbf k},\qquad
Z_{\mathbf k}=C_{\mathbf k}^\dagger\Big(\sum_{\mathbf b}w_bP_{\mathbf k+\mathbf b}\Big)C_{\mathbf k}.
\label{Z}
\end{equation}
This is linear in $p_{\mathbf k}$ as long as no mesh point is its own neighbour up to a reciprocal-lattice vector, which is assumed.

A small rotation of the subspace within the window is $p\to e^{iXt}pe^{-iXt}$ with $X$ Hermitian (the label $\mathbf k$ is dropped). The first-order change is $i[X,p]t$, so
\begin{equation}
\frac{d\Omega_{\rm I}}{dt}=-\frac2N\operatorname{Tr}\big(i[X,p]Z\big)=-\frac2N\operatorname{Tr}\big(X\,i[p,Z]\big),
\label{slope}
\end{equation}
by cyclic permutation under the trace. The matrix $i[p,Z]$ is Hermitian and is itself an allowed $X$, for which the derivative is $-(2/N)\|[p,Z]\|^2$. The derivative thus vanishes for every $X$ if and only if $[p,Z]=0$. When all subspaces vary together their first-order changes add, so $\Omega_{\rm I}$ is stationary precisely when this holds at every $\mathbf k$.

If $p$ and $Z$ commute, then, using $pU=U$,
\begin{equation}
ZU=ZpU=pZU=U\Lambda,\qquad\Lambda=U^\dagger ZU .
\end{equation}
The Hermitian matrix $\Lambda$ plays the part of the Lagrange multipliers for the orthonormality constraints. A unitary change of basis within the subspace diagonalizes it without altering $p$, and the new columns of $U$ are eigenvectors of $Z$. In terms of the functions,
\begin{equation}
C_{\mathbf k}C_{\mathbf k}^\dagger\sum_{\mathbf b}w_bP_{\mathbf k+\mathbf b}|u_{m\mathbf k}\rangle=\lambda_{m\mathbf k}|u_{m\mathbf k}\rangle .
\label{smv}
\end{equation}
This is the Souza--Marzari--Vanderbilt condition. The window projector on the left matters: the neighbouring projectors may carry $|u_{m\mathbf k}\rangle$ partly out of the window at $\mathbf k$, and stationarity puts no condition on that part. Taking the expectation value gives
\begin{equation}
\lambda_{m\mathbf k}=\sum_{\mathbf b}w_b\|P_{\mathbf k+\mathbf b}|u_{m\mathbf k}\rangle\|^2,\qquad 0\le\lambda_{m\mathbf k}\le\sum_{\mathbf b}w_b .
\label{lambda}
\end{equation}
An eigenvalue states how much of a vector is already contained in the neighbouring subspaces, and it reaches the upper limit if the vector lies in all of them.

Stationarity does not say which $J$ eigenvectors to take; minimality does. Order the eigenvalues as $\lambda_1\ge\lambda_2\ge\dots$ and let $p_{jj}$ be the diagonal elements of $p$ in the eigenbasis of $Z$. Since $p$ is a projector of rank $J$, $0\le p_{jj}\le1$ and $\sum_jp_{jj}=J$. Let $s=\sum_{j>J}p_{jj}$ be the weight outside the leading eigenvectors, so that also $\sum_{j\le J}(1-p_{jj})=s$. Then
\begin{align}
\sum_{j\le J}\lambda_j-\operatorname{Tr}pZ
&=\sum_{j\le J}\lambda_j(1-p_{jj})-\sum_{j>J}\lambda_jp_{jj}\nonumber\\
&\ge(\lambda_J-\lambda_{J+1})\,s\ \ge 0 .
\label{kyfan}
\end{align}
With the neighbours held fixed, the lowest $\Omega_{\rm I}$ is reached by the $J$ leading eigenvectors. If $\lambda_J>\lambda_{J+1}$, equality requires $s=0$ and the optimal subspace is unique; if the two are equal, the condition leaves a choice open.

A selection of eigenvectors that omits a larger eigenvalue in favour of a smaller one is still stationary with respect to the subspace at this $\mathbf k$, but it is not even a local minimum. Suppose that eigenvector $m$ is selected while $l$, with $\lambda_l>\lambda_m$, is omitted. Replace $|m\rangle$ by $\cos\theta|m\rangle+\sin\theta|l\rangle$. Then $\operatorname{Tr}pZ$ changes by $(\cos^2\theta-1)\lambda_m+\sin^2\theta\,\lambda_l$, so that
\begin{equation}
\Delta\Omega_{\rm I}=-\frac2N\sin^2\theta\,(\lambda_l-\lambda_m)<0
\label{swap}
\end{equation}
for arbitrarily small $\theta\ne0$. Every local minimum of $\Omega_{\rm I}$ therefore has leading eigenvectors at every $\mathbf k$. At such a self-consistent point $\operatorname{Tr}p_{\mathbf k}Z_{\mathbf k}$ is the sum of the $J$ largest eigenvalues, and (\ref{omega}) becomes
\begin{equation}
\Omega_{\rm I}=\frac1N\sum_{\mathbf k}\Big[J\sum_{\mathbf b}w_b-\sum_{m=1}^J\lambda_{m\mathbf k}\Big].
\label{sum}
\end{equation}
The factor 2 of (\ref{Z}) is absent here because the sum over $\mathbf k$ and $\mathbf b$ already counts each link from both ends; changing one subspace alters both counts.

The converse fails: leading eigenvectors at every $\mathbf k$ do not guarantee a minimum. Consider a ring of $N$ wavevectors in one dimension, with lattice constant $a$, $J=1$, and the same two-dimensional window at every $k$, formed by two point-like orbitals on the lattice sites. A projector is then $P_k=\frac12(1+\mathbf n_k\cdot\boldsymbol\sigma)$, with $\boldsymbol\sigma$ the Pauli matrices and $\mathbf n_k$ a unit vector. Since $\operatorname{Tr}P_kP_{k'}=\frac12(1+\mathbf n_k\cdot\mathbf n_{k'})$,
\begin{equation}
\Omega_{\rm I}=\frac1N\sum_{kb}\frac{w_b}2\,(1-\mathbf n_k\cdot\mathbf n_{k+b}),\qquad w_b=\frac1{2b^2},
\end{equation}
which is the energy of a ferromagnetic ring of classical spins. Its minimum is zero, with all vectors parallel. Let the vectors instead turn once in a plane, by $\varphi=2\pi/N$ per step. Then $\mathbf n_{k+b}+\mathbf n_{k-b}=2\cos\varphi\,\mathbf n_k$ and $Z_k=w_b(1+\cos\varphi\,\mathbf n_k\cdot\boldsymbol\sigma)$, so for $N>4$ the state at each $k$ is the leading eigenvector. Tilting all vectors out of the plane by an angle $\tau$ changes $1-\mathbf n_k\cdot\mathbf n_{k+b}$ from $1-\cos\varphi$ to $\cos^2\tau\,(1-\cos\varphi)$, and $\Omega_{\rm I}$ falls. For $N=12$ it is $(1-\cos\varphi)a^2/(2\varphi^2)=0.2443\,a^2$ in the plane and $0.2347\,a^2$ at $\tau=0.2$. Each subspace is optimal for its neighbours, yet a joint motion lowers the total.

Because $Z_{\mathbf k}$ depends on the neighbouring subspaces, (\ref{smv}) is solved by iteration. If one $\mathbf k$ is updated at a time, each update minimizes $\Omega_{\rm I}$ with the rest fixed, so $\Omega_{\rm I}$ never rises. Updating all points together from the old projectors carries no such guarantee. On the ring with $N$ even, let the states alternate between $A$ and $B$, non-orthogonal and distinct. Every $A$ sees two neighbours $B$ and becomes $B$, every $B$ becomes $A$, and the pattern repeats for ever. Mixing breaks this cycle. If the second update uses the average of the new and the previous $Z_k$, that average is $w_b(P_A+P_B)$ at every point, all states become its leading eigenvector, and $\Omega_{\rm I}$ drops to zero.

A two-dimensional model shows the sizes involved. An electron moves in a square lattice with $a=4\,\text{\AA}$ in the potential
\begin{equation}
V=2V_{10}(\cos Gx+\cos Gy)+4V_{11}\cos Gx\cos Gy,\qquad G=\frac{2\pi}a,
\end{equation}
with $V_{10}=-2$ eV and $V_{11}=-1$ eV. The Hamiltonian is diagonalized in $7\times7$ plane waves on an $8\times8$ mesh shifted by half a step from the zone centre, so $N=64$. The window reaches up to 15 eV above the average potential and holds between 4 and 6 states, from which $J=3$ are to be formed. The mesh step is $b=G/8=0.19635\,\text{\AA}^{-1}$. With four neighbours, (\ref{weights}) reads $2w_bb^2=1$, which gives $w_b=12.969\,\text{\AA}^2$ and $\sum_{\mathbf b}w_b=51.876\,\text{\AA}^2$.

Three choices of subspace can be compared. The first takes the three lowest bands. The second projects Gaussian $s$, $p_x$ and $p_y$ orbitals of width $1\,\text{\AA}$, centred on the potential minimum, onto the window. The third starts from the second and updates one $\mathbf k$ at a time until no projector changes by more than $10^{-9}$ in a sweep over the mesh, which takes 146 sweeps when the points are visited row by row. The table gives $\Omega_{\rm I}$ and the link change $J-\operatorname{Tr}P_{\mathbf k}P_{\mathbf k+\mathbf b}$.
\begin{center}
\begin{tabular}{lccc}
subspace & $\Omega_{\rm I}$ (\AA$^2$) & mean change & largest change\\
lowest bands & 7.253 & 0.1398 & 0.876\\
projected & 4.121 & 0.0794 & 0.188\\
optimized & 3.875 & 0.0747 & 0.127
\end{tabular}
\end{center}
With equal weights, $\Omega_{\rm I}$ is the mean change times $\sum_{\mathbf b}w_b$; for the optimized subspace, $0.0747\times51.876\,\text{\AA}^2=3.875\,\text{\AA}^2$. These values belong to the $8\times8$ mesh and are not converged in $b$. On $12\times12$ and $16\times16$ meshes $\Omega_{\rm I}$ is 8.74 and $9.69\,\text{\AA}^2$ for the lowest bands, 4.56 and $4.91\,\text{\AA}^2$ for the projected subspace, and 4.00 and $4.07\,\text{\AA}^2$ for the optimized one. The largest link change stays near 0.85 for the lowest bands and falls to 0.036 for the optimized subspace. The lowest bands contain a link on which the subspace changes by 0.876, close to the value 1 that the loss of one whole dimension would give, although the third and fourth bands are more than 1.4 eV apart at every mesh point. These two bands are degenerate at the zone centre, which the shifted mesh avoids, and the link, from $(-0.0625,0.0625)\,2\pi/a$ to $(0.0625,0.0625)\,2\pi/a$, passes beside it; along the link their gap falls to 0.57 eV. A gap on the mesh does not ensure a smooth subspace.

At $\mathbf k=(0.0625,0.0625)\,2\pi/a$, next to the zone centre, the optimized solution gives the eigenvalues of $Z$ as
\begin{equation}
51.874,\quad49.836,\quad49.821,\quad2.303,\quad1.469\ \ \text{\AA}^2 .
\end{equation}
By (\ref{lambda}), the first three vectors have more than 96\% of their weight in the neighbouring subspaces, on average over the links, and the fourth has $2.303/51.876=4.4\%$. Exchanging the third for the fourth at this one point raises $\Omega_{\rm I}$ by
\begin{equation}
\frac2{64}\,(49.821-2.303)\,\text{\AA}^2=1.485\,\text{\AA}^2,
\end{equation}
to $5.360\,\text{\AA}^2$. That choice is still stationary with respect to the subspace at this $\mathbf k$, but by (\ref{swap}) a rotation of the fourth vector by 0.4 rad towards the third lowers $\Omega_{\rm I}$ by $1.485\sin^2(0.4)\,\text{\AA}^2=0.225\,\text{\AA}^2$. Over the whole mesh $\lambda_3-\lambda_4$ is at least $46.4\,\text{\AA}^2$, so the leading subspace is unique at every point once its neighbours are given.

The spiral shows why this does not yet prove a joint minimum. When the optimized subspaces are disturbed at random, strongly enough to raise $\Omega_{\rm I}$ to $34.1\,\text{\AA}^2$, the iteration returns to $3.875\,\text{\AA}^2$. This supports the stability of the solution but does not prove that it is the global minimum.

The minimum also depends on the window. Enlarging the window keeps every earlier choice available, so the global minimum of $\Omega_{\rm I}$ cannot rise; but the criterion contains no energies, and the subspace may then follow the original bands less closely. If certain states must be retained, let $f$ project on them within the window and write $p=f+p'$, with $p'$ in the complement. The term $\operatorname{Tr}fZ$ is then fixed at given neighbours, and the argument of (\ref{kyfan}) applies to $p'$: it is spanned by the leading eigenvectors of $(1-f)Z(1-f)$ within the complement, as many as are needed to reach dimension $J$.

Numbers in the example were calculated in double precision.
